**Mean position and mean spin of a free Dirac particle**

For \(H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2\) with \(\hbar=1\), the program studies the mean position \(\mathbf X=U^\dagger\mathbf xU\) and mean spin \(\mathbf S=U^\dagger(\boldsymbol\Sigma/2)U\), where \(U\) is the unitary matrix that turns \(H\) into \(\beta E\) and \(E\) is the positive free-particle energy. It asserts that the closed forms of both operators agree with their definitions, using finite differences for the momentum derivatives. It asserts that \(\mathbf S\) and \(\mathbf X\times\mathbf p\) commute with \(H\) within numerical tolerance, and that \(\mathbf n\cdot\boldsymbol\Sigma\) does so only for \(\mathbf n\) parallel to \(\mathbf p\) at the sampled momenta. Further assertions cover the commutators of \(\mathbf X\), its localized eigenstates, and the symmetry and curvature conditions used to single it out. For an electron with \(p=100\) atomic units along \(z\), the output shows \(\langle\Sigma_x\rangle\) of a bare upper spinor swinging between 1 and 0.305 while \(\langle2S_x\rangle\) stays at 0.808. In the matching positive-energy state both values are constant, at 0.808 and 1. The bare position of that state is displaced sideways from the mean position by about \(9.61\times10^{-4}\) bohr.

## Numerical verification

```python
"""
Free Dirac particle, H = c alpha.p + beta m c^2, hbar = 1, x = i d/dp.
Result under test: with U the unitary matrix that turns H into beta*E,
  mean position  X = U^+ x U,   mean spin  S = U^+ (Sigma/2) U
have the closed forms coded below; X x p and S each commute with H, while
n.Sigma commutes with H only for n parallel to p.
Operator identities are tested in units with generic m and c; the worked
example is an electron in Hartree atomic units.
"""
import numpy as np
from scipy.linalg import expm
from scipy import constants

MASS, LIGHT = 1.3, 1.7          # generic values for the identity tests
I2, I4 = np.eye(2), np.eye(4)
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
alpha = np.array([np.kron(sigma[0], s) for s in sigma])
Sigma = np.array([np.kron(I2, s) for s in sigma])
beta = np.kron(sigma[2], I2)
eps = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[i, j, k], eps[i, k, j] = 1, -1


def dot(p, V):
    return np.einsum('i,iab->ab', p, V)


def cross(p, V):
    """p x V for a numerical vector p and a vector of matrices V"""
    return np.einsum('ijk,j,kab->iab', eps, p, V)


def energy(p, m=MASS, c=LIGHT):
    return np.sqrt(m**2 * c**4 + c**2 * np.dot(p, p))


def hamiltonian(p, m=MASS, c=LIGHT):
    return c * dot(p, alpha) + beta * m * c**2


def fw_matrix(p, m=MASS, c=LIGHT):
    E = energy(p, m, c)
    top = (E + m * c**2) * I4 + c * beta @ dot(p, alpha)
    return top / np.sqrt(2 * E * (E + m * c**2))


def position_shift(p, m=MASS, c=LIGHT):
    """closed form of X - x"""
    E = energy(p, m, c)
    D = E + m * c**2
    radial = (beta @ dot(p, alpha))[None] * p[:, None, None]
    return (1j * c * (beta @ alpha) / (2 * E)
            - 1j * c**3 * radial / (2 * E**2 * D)
            + c**2 * cross(p, Sigma) / (2 * E * D))


def twice_mean_spin(p, m=MASS, c=LIGHT):
    """closed form of 2S"""
    E = energy(p, m, c)
    return (Sigma + 1j * c * (beta @ cross(p, alpha)) / E
            + c**2 * cross(p, cross(p, Sigma)) / (E * (E + m * c**2)))


def diff(f, p, i, h=2e-3):
    """fourth-order central difference along momentum component i"""
    e = np.zeros(3)
    e[i] = h
    return (8 * (f(p + e) - f(p - e)) - f(p + 2*e) + f(p - 2*e)) / (12 * h)


def matrix_op(M):
    return lambda f: (lambda p: M(p) @ f(p))


def bare_x(i):
    return lambda f: (lambda p: 1j * diff(f, p, i))


def mean_x(i):
    return lambda f: (lambda p: 1j * diff(f, p, i)
                      + position_shift(p)[i] @ f(p))


def orbital(i, pos):
    """component i of pos x p"""
    j, k = (i + 1) % 3, (i + 2) % 3
    return lambda f: (lambda p: pos(j)(lambda q: q[k] * f(q))(p)
                      - pos(k)(lambda q: q[j] * f(q))(p))


def total_j(i):
    return lambda f: (lambda p: orbital(i, bare_x)(f)(p)
                      + 0.5 * Sigma[i] @ f(p))


def comm(a, b, f, p):
    return a(b(f))(p) - b(a(f))(p)


def close(a, b, tol):
    return np.max(np.abs(np.asarray(a) - np.asarray(b))) < tol


def test_spinor(p):
    g = np.exp(-0.5 * np.sum((p - np.array([0.3, -0.2, 0.4]))**2))
    return g * np.array([1 + 1j * p[0], p[1] - 0.5j,
                         0.7 + p[2] * p[0], 1j * p[1] + 0.2])


# ---- matrix identities at random momenta ----
rng = np.random.default_rng(4)
tau = np.kron(I2, 1j * sigma[1])
for p in rng.normal(size=(6, 3)):
    E, H, U = energy(p), hamiltonian(p), fw_matrix(p)
    Ud, size = U.conj().T, np.linalg.norm(p)
    K = beta @ dot(p / size, alpha)
    theta = 0.5 * np.arctan2(size, MASS * LIGHT)
    assert close(U, expm(theta * K), 1e-12)
    assert close(U @ H @ Ud, beta * E, 1e-11)
    # parity and time reversal leave U unchanged
    assert close(beta @ fw_matrix(-p) @ beta, U, 1e-12)
    assert close(tau @ fw_matrix(-p).conj() @ tau.T, U, 1e-12)
    # closed forms against definitions
    shift = np.array([1j * Ud @ diff(fw_matrix, p, i) for i in range(3)])
    assert close(shift, position_shift(p), 1e-8)
    S2 = twice_mean_spin(p)
    assert close(S2, Ud @ Sigma @ U, 1e-12)
    assert close(H @ S2, S2 @ H, 1e-11)
    S = S2 / 2
    for i in range(3):
        for j in range(3):
            assert close(S[i] @ S[j] - S[j] @ S[i],
                         1j * np.einsum('k,kab->ab', eps[i, j], S), 1e-12)
    # Heisenberg rate of Sigma from true time evolution
    dt = 1e-4
    V = expm(1j * H * dt)
    rate = (V @ Sigma @ V.conj().T - V.conj().T @ Sigma @ V) / (2 * dt)
    assert close(rate, 2 * LIGHT * cross(p, alpha), 1e-5)
    # which n make n.Sigma conserved: null space of n -> [H, n.Sigma]
    table = np.array([(H @ s - s @ H).ravel() for s in Sigma]).T
    _, sv, vh = np.linalg.svd(table, full_matrices=False)
    assert sv[2] < 1e-11 and sv[1] > 1e-2
    assert abs(abs(np.dot(vh[2].conj(), p)) / size - 1) < 1e-10
    # Sigma and the position shift inside the positive-energy space
    P = (I4 + H / E) / 2
    upper = (I4 + beta) / 2
    n = p / size
    par = n[:, None, None] * dot(n, Sigma)[None]
    reduced = par + MASS * LIGHT**2 / E * (Sigma - par)
    assert close(U @ P @ Sigma @ P @ Ud, upper @ reduced, 1e-11)
    back = np.array([1j * U @ diff(lambda q: fw_matrix(q).conj().T, p, i)
                     for i in range(3)])
    side = LIGHT**2 * cross(p, Sigma) / (2 * E * (E + MASS * LIGHT**2))
    assert close(upper @ back @ upper, upper @ side, 1e-8)

# ---- differential-operator identities on a test spinor ----
p0 = np.array([0.6, -0.5, 0.8])
f0 = test_spinor(p0)
Hop = matrix_op(hamiltonian)
sign_op = matrix_op(lambda p: hamiltonian(p) / energy(p))
worst_mean, bare_size = 0.0, 0.0
for i in range(3):
    r = np.max(np.abs(comm(Hop, orbital(i, mean_x), test_spinor, p0)))
    worst_mean = max(worst_mean, r)
    bare = 1j * comm(Hop, orbital(i, bare_x), test_spinor, p0)
    assert close(bare, -LIGHT * cross(p0, alpha)[i] @ f0, 1e-7)
    bare_size = max(bare_size, np.max(np.abs(bare)))
    assert close(comm(Hop, total_j(i), test_spinor, p0), 0, 1e-7)
    assert close(comm(matrix_op(fw_matrix), total_j(i), test_spinor, p0),
                 0, 1e-7)
    whole = (orbital(i, mean_x)(test_spinor)(p0)
             + twice_mean_spin(p0)[i] @ f0 / 2)
    assert close(whole, total_j(i)(test_spinor)(p0), 1e-7)
    velocity = 1j * comm(Hop, mean_x(i), test_spinor, p0)
    expected = (LIGHT**2 * p0[i] / energy(p0)**2) * hamiltonian(p0) @ f0
    assert close(velocity, expected, 1e-7)
    assert close(comm(sign_op, mean_x(i), test_spinor, p0), 0, 1e-7)
    assert np.max(np.abs(comm(sign_op, bare_x(i), test_spinor, p0))) > 1e-2
    for j in range(3):
        assert close(comm(mean_x(i), mean_x(j), test_spinor, p0), 0, 1e-6)
        spin_j = matrix_op(lambda p, j=j: twice_mean_spin(p)[j] / 2)
        assert close(comm(mean_x(i), spin_j, test_spinor, p0), 0, 1e-7)
assert worst_mean < 1e-7 < bare_size

# localized positive-energy states are eigenstates of X
centre = np.array([0.4, -0.7, 0.2])
chi = np.array([0.6, 0.8j, 0, 0])


def localized(p):
    return np.exp(-1j * np.dot(p, centre)) * (fw_matrix(p).conj().T @ chi)


assert close(hamiltonian(p0) @ localized(p0), energy(p0) * localized(p0),
             1e-11)
for i in range(3):
    assert close(mean_x(i)(localized)(p0), centre[i] * localized(p0), 1e-8)

# ---- uniqueness: which vector fields A(p) may be added to x ----
# rotations about p (taken along z) leave a four-dimensional space


def rotation_defect(A):
    turned = np.einsum('kl,lab->kab', eps[2], A)
    return (sigma[2] @ A - A @ sigma[2]) / 2 - 1j * turned


columns = []
for k in range(3):
    for M in [I2, *sigma]:
        A = np.zeros((3, 2, 2), complex)
        A[k] = M
        columns.append(rotation_defect(A).ravel())
allowed = 12 - np.linalg.matrix_rank(np.array(columns).T, tol=1e-10)
assert allowed == 4
z = np.array([0, 0, 1.0])
fields = [z[:, None, None] * I2, sigma, z[:, None, None] * sigma[2],
          cross(z, sigma)]
assert all(close(rotation_defect(A), 0, 1e-12) for A in fields)
assert np.linalg.matrix_rank(np.array([A.ravel() for A in fields])) == 4


def curvature(b, p):
    """i curl A + A x A for A = b(|p|) p x sigma"""
    def field(q):
        return b(np.linalg.norm(q)) * cross(q, sigma)
    A = field(p)
    dA = np.array([diff(field, p, i) for i in range(3)])
    return (1j * np.einsum('kij,ijab->kab', eps, dA)
            + np.einsum('kij,iab,jbc->kac', eps, A, A))


r0 = np.linalg.norm(p0)
n0 = p0 / r0
along = n0[:, None, None] * dot(n0, sigma)[None]
b0, slope = np.exp(-r0), -np.exp(-r0)
derived = (1j * (slope * r0 * (along - sigma) - 2 * b0 * sigma)
           + 2j * b0**2 * r0**2 * along)
assert close(curvature(lambda r: np.exp(-r), p0), derived, 1e-8)
assert close(curvature(lambda r: 1 / r**2, p0), 0, 1e-7)
assert np.max(np.abs(curvature(lambda r: 0.5 / r**2, p0))) > 1e-2

# ---- worked example: electron, Hartree atomic units ----
c = 1 / constants.fine_structure
hartree_ev = constants.value('Hartree energy in eV')
bohr_pm = constants.value('Bohr radius') * 1e12
time_unit = constants.value('atomic unit of time')
pz = 100.0
p = np.array([0, 0, pz])
E, H, U = energy(p, 1, c), hamiltonian(p, 1, c), fw_matrix(p, 1, c)
ratio, beta_v = c**2 / E, c * pz / E
state_a = np.array([1, 1, 0, 0]) / np.sqrt(2)
state_b = U.conj().T @ state_a
S2x = twice_mean_spin(p, 1, c)[0]
period = np.pi / E


def mean_value(M, v):
    return np.vdot(v, M @ v).real


negative = mean_value((I4 - H / E) / 2, state_a)
assert abs(negative - (E - c**2) / (2 * E)) < 1e-12
assert close(H @ state_b, E * state_b, 1e-8)
rows = []
for part in [0, 0.125, 0.25, 0.375, 0.5, 0.75, 1.0]:
    t = part * period
    W = expm(-1j * H * t)
    a, b = W @ state_a, W @ state_b
    row = [mean_value(Sigma[0], a), mean_value(S2x, a),
           mean_value(Sigma[0], b), mean_value(S2x, b)]
    law = ratio**2 + beta_v**2 * np.cos(2 * E * t)
    assert close(row, [law, ratio, ratio, 1], 1e-10)
    rows.append((part, *row))

# sideways offset <y> - <Y> of a packet built on state B (here <Y> = 0)
width = 2.0
grid = np.linspace(-8 * width, 8 * width, 161)


def packet(q):
    amplitude = np.exp(-q[1]**2 / (4 * width**2))
    return amplitude * (fw_matrix(q, 1, c).conj().T @ state_a)


norm = offset = predicted = 0.0
for py in grid:
    q = np.array([0, py, pz])
    v = packet(q)
    w = np.vdot(v, v).real
    Eq = energy(q, 1, c)
    norm += w
    offset += np.vdot(v, 1j * diff(packet, q, 1, h=0.05)).real
    predicted += w * c**2 * pz / (2 * Eq * (Eq + c**2))
offset, predicted = offset / norm, predicted / norm
narrow = c**2 * pz / (2 * E * (E + c**2))
assert abs(offset / predicted - 1) < 1e-6
assert abs(offset / narrow - 1) < 1e-2   # finite packet width

print("IDENTITY TESTS (generic m, c; dimensionless)")
print(f"test mass m = {MASS}, test light speed c = {LIGHT}")
print(f"largest |[H, X x p] f|       = {worst_mean:.1e}")
print(f"largest |[H, x x p] f|       = {bare_size:.3f}")
print(f"rotation-allowed fields A(p) = {allowed}")
print("WORKED EXAMPLE (electron, p along z)")
print(f"speed of light c             = {c:.4f} a.u.")
print(f"momentum p                   = {pz:.1f} a.u.")
print(f"rest energy mc^2             = {c**2:.2f} hartree")
print(f"energy E                     = {E:.2f} hartree")
print(f"kinetic energy E - mc^2      = {E - c**2:.2f} hartree")
print(f"kinetic energy               = {(E-c**2)*hartree_ev/1e3:.2f} keV")
print(f"mc^2/E                       = {ratio:.5f}")
print(f"cp/E (speed over c)          = {beta_v:.5f}")
print(f"mean speed c^2 p/E           = {c**2 * pz / E:.4f} a.u.")
print(f"negative-energy weight in A  = {negative:.5f}")
print(f"(mc^2/E)^2                   = {ratio**2:.5f}")
print(f"(cp/E)^2                     = {beta_v**2:.5f}")
print(f"angular frequency 2E         = {2 * E:.2f} a.u.")
print(f"period T = pi/E              = {period:.5e} a.u.")
print(f"period T                     = {period * time_unit:.4e} s")
print("t/T    A:<Sigma_x>  A:<2S_x>  B:<Sigma_x>  B:<2S_x>")
for row in rows:
    print(f"{row[0]:5.3f}  {row[1]:9.5f}  {row[2]:9.5f}"
          f"  {row[3]:9.5f}  {row[4]:9.5f}")
print(f"packet width in p_y (std)    = {width:.1f} a.u.")
print(f"offset <y>-<Y>, quadrature   = {offset:.6e} bohr")
print(f"offset, averaged formula     = {predicted:.6e} bohr")
print(f"offset, narrow-packet limit  = {narrow:.6e} bohr")
print(f"offset, narrow-packet limit  = {narrow * bohr_pm:.5f} pm")
print(f"reduced Compton length 1/(mc)= {1 / c:.6e} bohr")
print("done: every assertion held")
```

Printed output:

```
IDENTITY TESTS (generic m, c; dimensionless)
test mass m = 1.3, test light speed c = 1.7
largest |[H, X x p] f|       = 1.9e-11
largest |[H, x x p] f|       = 1.801
rotation-allowed fields A(p) = 4
WORKED EXAMPLE (electron, p along z)
speed of light c             = 137.0360 a.u.
momentum p                   = 100.0 a.u.
rest energy mc^2             = 18778.87 hartree
energy E                     = 23247.25 hartree
kinetic energy E - mc^2      = 4468.38 hartree
kinetic energy               = 121.59 keV
mc^2/E                       = 0.80779
cp/E (speed over c)          = 0.58947
mean speed c^2 p/E           = 80.7789 a.u.
negative-energy weight in A  = 0.09611
(mc^2/E)^2                   = 0.65252
(cp/E)^2                     = 0.34748
angular frequency 2E         = 46494.49 a.u.
period T = pi/E              = 1.35138e-04 a.u.
period T                     = 3.2688e-21 s
t/T    A:<Sigma_x>  A:<2S_x>  B:<Sigma_x>  B:<2S_x>
0.000    1.00000    0.80779    0.80779    1.00000
0.125    0.89823    0.80779    0.80779    1.00000
0.250    0.65252    0.80779    0.80779    1.00000
0.375    0.40682    0.80779    0.80779    1.00000
0.500    0.30505    0.80779    0.80779    1.00000
0.750    0.65252    0.80779    0.80779    1.00000
1.000    1.00000    0.80779    0.80779    1.00000
packet width in p_y (std)    = 2.0 a.u.
offset <y>-<Y>, quadrature   = 9.609522e-04 bohr
offset, averaged formula     = 9.609522e-04 bohr
offset, narrow-packet limit  = 9.610559e-04 bohr
offset, narrow-packet limit  = 0.05086 pm
reduced Compton length 1/(mc)= 7.297353e-03 bohr
done: every assertion held
```
